# Inelastic tunnelling thresholds of a spin-2 iron atom on copper nitride: test program

```python
"""
Result under test: a spin S=2 with H = D Sz^2 + E (Sx^2 - Sy^2), D<0<E<|D|,
has excitation energies 2R-2|D|, 2R+|D|-3E, 2R+|D|+3E and 4R,
where R = sqrt(D^2+3E^2). Exchange tunnelling from the ground state reaches
the first three levels and not the fourth.
Symbols: D, E = axial and transverse anisotropy (meV); Sx, Sy, Sz = spin
operators in units of hbar; weight = sum over a of |<f|S_a|i>|^2;
kT = thermal energy (meV); bias is in mV, so e*V has the same number in meV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.signal import find_peaks, peak_widths
from scipy.special import expit

MEV = 1e-3 * constants.e
K_B = constants.k / MEV
MU_B = constants.physical_constants["Bohr magneton"][0] / MEV


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2,
                     (raising - lowering) / 2j,
                     np.diag(m)], dtype=complex)


S = spin_matrices(2.0)
s_electron = spin_matrices(0.5)
assert np.allclose(S[0] @ S[1] - S[1] @ S[0], 1j * S[2])
assert np.allclose(sum(a @ a for a in S), 6 * np.eye(5))


def diagonalize(D, E, zeeman_z=0.0):
    H = D * S[2] @ S[2] + E * (S[0] @ S[0] - S[1] @ S[1])
    return np.linalg.eigh(H + zeeman_z * S[2])


def transition_weights(states):
    """Entry [f, i] is the weight of the transition i -> f."""
    return sum(abs(states.conj().T @ a @ states) ** 2 for a in S)


def closed_excitations(D, E):
    R = np.sqrt(D**2 + 3 * E**2)
    return np.array([2*R + 2*D, 2*R - D - 3*E, 2*R - D + 3*E, 4*R])


def closed_weights(D, E):
    theta = 0.5 * np.arctan(np.sqrt(3) * E / abs(D))
    c, s = np.cos(theta), np.sin(theta)
    return np.array([4*c**2, (c + np.sqrt(3)*s)**2,
                     (c - np.sqrt(3)*s)**2, 0.0])


# Closed energies and weights against numerical diagonalization
for D_test, E_test in [(-1.55, 0.31), (-1.0, 0.05), (-2.0, 0.6), (-0.7, 0.5)]:
    e_test, v_test = diagonalize(D_test, E_test)
    w_test = transition_weights(v_test)
    assert np.allclose(e_test[1:] - e_test[0],
                       closed_excitations(D_test, E_test), atol=1e-11)
    assert np.allclose(w_test[1:, 0], closed_weights(D_test, E_test), atol=1e-10)
    assert abs(w_test[:, 0].sum() - 6) < 1e-10

# Small-E law: the relative error must fall as E^2
law_errors = []
for E_test in (0.04, 0.02):
    e_test, _ = diagonalize(-1.55, E_test)
    law_errors.append(abs((e_test[1] - e_test[0]) / (3*E_test**2/1.55) - 1))
assert 3.8 < law_errors[0] / law_errors[1] < 4.2

D, E = -1.55, 0.31
levels, states = diagonalize(D, E)
gaps = levels[1:] - levels[0]
weights = transition_weights(states)
assert np.allclose(gaps[:3], [0.18, 3.90, 5.76], atol=0.005)

# Explicit sum over initial and final electron spins
exchange = sum(np.kron(S[a], s_electron[a]) for a in range(3))
for f in range(5):
    bra = np.kron(states[:, [f]], np.eye(2)).conj().T
    ket = np.kron(states[:, [0]], np.eye(2))
    spin_sum = np.sum(abs(bra @ exchange @ ket) ** 2)
    assert abs(spin_sum - weights[f, 0] / 2) < 1e-10


def phase_space(u, kT):
    """Closed form of the integral of f(e) [1-f(e+u)] over energy e."""
    x = np.asarray(u, dtype=float) / kT
    small = abs(x) < 1e-9
    safe = np.where(small, 1.0, x)
    return kT * np.where(small, 1 + x / 2, safe / (-np.expm1(-safe)))


for u in (-3.0, 0.0, 0.5, 6.0):
    direct = quad(lambda e: expit(-e) * expit(e + u), -50, 50,
                  points=[-u, 0.0], epsabs=1e-11, limit=200)[0]
    assert abs(direct - phase_space(u, 1.0)) < 1e-8


def phase_curvature(x, h=1e-3):
    return float((phase_space(x + h, 1.0) - 2 * phase_space(x, 1.0)
                  + phase_space(x - h, 1.0)) / h**2)


half_height = phase_curvature(0.0) / 2
width_factor = 2 * brentq(lambda x: phase_curvature(x) - half_height, 0.5, 6)

STEP = 0.002
BIAS = np.arange(0, 12, STEP)


def populations(temperature):
    p = np.exp(-(levels - levels[0]) / (K_B * temperature))
    return p / p.sum()


def thermal_spectrum(temperature):
    """Second bias derivative of the current from all spin transitions."""
    kT = K_B * temperature
    p = populations(temperature)

    def current(v):
        total = np.zeros_like(v)
        for i in range(5):
            for f in range(5):
                cost = levels[f] - levels[i]
                total += p[i] * weights[f, i] * (
                    phase_space(v - cost, kT) - phase_space(-v - cost, kT))
        return total

    return (current(BIAS + STEP) - 2 * current(BIAS)
            + current(BIAS - STEP)) / STEP**2


def peak_indices(spectrum):
    return find_peaks(spectrum, height=0.01 * spectrum.max())[0]


T = 0.5
cold = thermal_spectrum(T)
cold_index = peak_indices(cold)
cold_peaks = BIAS[cold_index]
assert len(cold_peaks) == 3
assert np.allclose(cold_peaks, gaps[:3], atol=0.01)
measured_width = peak_widths(cold, cold_index, rel_height=0.5)[0][1] * STEP
thermal_width = width_factor * K_B * T
assert abs(measured_width / thermal_width - 1) < 0.03
peaks_1K = BIAS[peak_indices(thermal_spectrum(1.0))]
peaks_4K = BIAS[peak_indices(thermal_spectrum(4.2))]

# Residual field along the easy axis
g_factor, field = 2.0, 0.1
zeeman = g_factor * MU_B * field
field_levels, _ = diagonalize(D, E, zeeman)
field_gaps = field_levels[1:] - field_levels[0]
theta = 0.5 * np.arctan(np.sqrt(3) * E / abs(D))
two_level_gap = np.hypot(gaps[0], 2 * zeeman * 2 * np.cos(theta))
assert abs(field_gaps[0] - two_level_gap) < 1e-4
crossover_field = gaps[0] / (4 * g_factor * MU_B * np.cos(theta))

# Largest threshold change allowed by rounding of D and E
rounding = np.zeros(3)
for dD in (-0.005, 0.005):
    for dE in (-0.005, 0.005):
        e_round, _ = diagonalize(D + dD, E + dE)
        change = abs(e_round[1:4] - e_round[0] - gaps[:3])
        rounding = np.maximum(rounding, change)

# Zero-temperature relaxation widths for a rough exchange coupling
J_rho = 0.1
relaxation = [np.pi * J_rho**2 * sum(weights[f, i] * (levels[i] - levels[f])
                                     for f in range(i)) for i in (1, 2, 3)]

print(f"D = {D:.2f} meV, E = {E:.2f} meV")
print(f"R = {np.sqrt(D**2 + 3*E**2):.5f} meV")
print(f"A-to-0 coupling = {2*np.sqrt(3)*E:.5f} meV")
for n, value in enumerate(levels):
    print(f"Level {n}: {value:.5f} meV")
print(f"Mixing angle = {theta:.5f} rad")
print(f"Ground-state probability of m=0 = {abs(states[2, 0])**2:.5f}")
for n in range(4):
    print(f"Excitation {n+1}: {gaps[n]:.5f} meV, "
          f"weight {weights[n+1, 0]:.4f}")
for n in range(3):
    frequency = gaps[n] * MEV / constants.h / 1e9
    print(f"Threshold {n+1} as frequency = {frequency:.1f} GHz")
print(f"Small-E estimate of excitation 1 = {3*E**2/abs(D):.5f} meV")
print(f"Example temperature = {T:.1f} K, kT = {K_B*T:.5f} meV")
print(f"Thermal peak width / kT = {width_factor:.3f}")
print(f"Thermal peak width at 0.5 K = {thermal_width:.4f} meV")
print(f"Thermal peak width at 4.2 K = {width_factor*K_B*4.2:.3f} meV")
print(f"Population of level 1 at 0.5 K = {populations(T)[1]:.4f}")
print(f"Population of level 1 at 4.2 K = {populations(4.2)[1]:.4f}")
print("Peaks at 0.5 K (mV):", " ".join(f"{v:.3f}" for v in cold_peaks))
print(f"Lowest peak at 1.0 K = {peaks_1K[0]:.3f} mV")
print("Peaks at 4.2 K (mV):", " ".join(f"{v:.3f}" for v in peaks_4K))
print(f"Assumed g = {g_factor:.1f}, residual field = {field:.1f} T")
print(f"Lowest gap in that field = {field_gaps[0]:.5f} meV")
print(f"Two-level estimate of that gap = {two_level_gap:.5f} meV")
print(f"Field where Zeeman and zero-field splittings match = "
      f"{crossover_field:.3f} T")
print("Rounding of D and E by up to 0.005 meV:")
for n in range(3):
    print(f"  largest change of threshold {n+1} = {rounding[n]:.4f} meV")
print(f"Rough exchange coupling J*rho = {J_rho:.1f} (dimensionless)")
for n in range(3):
    print(f"  relaxation width of level {n+1} = {relaxation[n]:.4f} meV")
print("ALL CHECKS PASSED")
```

Printed output:

```
D = -1.55 meV, E = 0.31 meV
R = 1.64037 meV
A-to-0 coupling = 1.07387 meV
Level 0: -6.38073 meV
Level 1: -6.20000 meV
Level 2: -2.48000 meV
Level 3: -0.62000 meV
Level 4: 0.18073 meV
Mixing angle = 0.16674 rad
Ground-state probability of m=0 = 0.02754
Excitation 1: 0.18073 meV, weight 3.8898
Excitation 2: 3.90073 meV, weight 1.6220
Excitation 3: 5.76073 meV, weight 0.4881
Excitation 4: 6.56146 meV, weight 0.0000
Threshold 1 as frequency = 43.7 GHz
Threshold 2 as frequency = 943.2 GHz
Threshold 3 as frequency = 1392.9 GHz
Small-E estimate of excitation 1 = 0.18600 meV
Example temperature = 0.5 K, kT = 0.04309 meV
Thermal peak width / kT = 5.439
Thermal peak width at 0.5 K = 0.2344 meV
Thermal peak width at 4.2 K = 1.969 meV
Population of level 1 at 0.5 K = 0.0149
Population of level 1 at 4.2 K = 0.3777
Peaks at 0.5 K (mV): 0.182 3.900 5.760
Lowest peak at 1.0 K = 0.228 mV
Peaks at 4.2 K (mV): 0.830 3.948
Assumed g = 2.0, residual field = 0.1 T
Lowest gap in that field = 0.18641 meV
Two-level estimate of that gap = 0.18641 meV
Field where Zeeman and zero-field splittings match = 0.396 T
Rounding of D and E by up to 0.005 meV:
  largest change of threshold 1 = 0.0063 meV
  largest change of threshold 2 = 0.0238 meV
  largest change of threshold 3 = 0.0351 meV
Rough exchange coupling J*rho = 0.1 (dimensionless)
  relaxation width of level 1 = 0.0221 meV
  relaxation width of level 2 = 0.3156 meV
  relaxation width of level 3 = 0.3221 meV
ALL CHECKS PASSED
```
